\section*{Fitting in-plane stress from unresolved oblique-incidence Raman lines}

\section{A two-degree error in a polariser}

A model film carries an in-plane stress with normal components 1.0 and 0.4~GPa and shear 0.30~GPa. Its Raman line is computed without noise in five polarisation settings, and the stress is fitted to the five line centres. In four settings the polariser and the analyser are both turned by $2^\circ$. If the fit ignores the turn, the shear comes out as 0.23~GPa, about a quarter too small, while the normal stresses come out as 1.03 and 0.39~GPa. Why does so small a turn matter so much, and why mainly for the shear?

The fit that fails in this way assigns each setting to one direction of phonon vibration. Following the error to its origin shows what has to replace that assignment.

\section{What stress does to the phonons}

The film is a (001) layer of a nonpolar crystal with the diamond structure. The axes $x,y$ lie along the cube edges in the plane, and $z$ is the outward normal. The zone-centre optical phonon, a relative displacement of the two sublattices, is threefold degenerate at $\omega_0$. Since the crystal is nonpolar, no long-range field splits longitudinal from transverse modes. Under a small strain $\varepsilon$ the modes obey
\begin{equation}
(\omega_0^2 I+K)\,v_i=\omega_i^2 v_i ,
\end{equation}
with $K$ real, symmetric and taken linear in $\varepsilon$.

Symmetry fixes its form. A half-turn about $z$ reverses $x$ and $y$, and so on for the other axes. $K_{xx}$ is unchanged by all three half-turns, as are the normal strains, while each shear strain is reversed by two of them. So $K_{xx}$ contains normal strains only, and the mirror exchanging $y$ and $z$ makes the coefficients of $\varepsilon_{yy}$ and $\varepsilon_{zz}$ equal. $K_{xy}$ changes sign under the same half-turns as $\varepsilon_{xy}$ and as no other strain. The threefold axes carry the same constants to the other components:
\begin{equation}
K_{xx}=p\,\varepsilon_{xx}+q(\varepsilon_{yy}+\varepsilon_{zz}),\qquad K_{xy}=2r\,\varepsilon_{xy},
\end{equation}
and cyclically.

Let the stress be uniform, with $\sigma_{xz}=\sigma_{yz}=\sigma_{zz}=0$ and tension positive. Linear elasticity gives
\begin{align}
\varepsilon_{xx}&=S_{11}\sigma_{xx}+S_{12}\sigma_{yy}, &
\varepsilon_{yy}&=S_{12}\sigma_{xx}+S_{11}\sigma_{yy},\\
\varepsilon_{zz}&=S_{12}(\sigma_{xx}+\sigma_{yy}), &
2\varepsilon_{xy}&=S_{44}\sigma_{xy}.
\end{align}
Collecting the coefficients of each stress,
\begin{align}
K_{xx}&=A\sigma_{xx}+B\sigma_{yy},\quad K_{yy}=B\sigma_{xx}+A\sigma_{yy},\\
K_{zz}&=B(\sigma_{xx}+\sigma_{yy}),\quad K_{xy}=C\sigma_{xy},\\
A&=pS_{11}+2qS_{12},\quad B=pS_{12}+q(S_{11}+S_{12}),\quad C=rS_{44},
\end{align}
and $K_{xz}=K_{yz}=0$. The $z$ mode stays separate, while shear mixes $x$ and $y$.

The example uses round parameters: $\omega_0=500$~cm$^{-1}$; $p,q,r=-1.5,-2.0,-0.6$ in units of $\omega_0^2$; $S_{11},S_{12},S_{44}=0.008,-0.002,0.012$~GPa$^{-1}$. Then
\begin{equation}
\frac{A}{2\omega_0}=250\,(-0.012+0.008)=-1.00,\quad
\frac{B}{2\omega_0}=-2.25,\quad \frac{C}{2\omega_0}=-1.80
\end{equation}
in cm$^{-1}$/GPa. For the stress $(1.0,0.4,0.3)$~GPa, diagonalisation gives shifts of $-3.16$~cm$^{-1}$ for the $z$ mode and $-2.94$ and $-1.62$~cm$^{-1}$ for two modes in the plane. The last is polarised along $(0.89,-0.46,0)$, far from either cube edge. Each mode has a half width at half maximum $\gamma=2$~cm$^{-1}$, so the three form one line.

\section{What each polarisation setting sees}

The same half-turns allow a phonon along $x$ only a Raman tensor $R_x$ with $yz$ and $zy$ entries. The mirror exchanging $y$ and $z$ makes these two equal, and the threefold axes carry the result to the other phonons. The common constant is set to one. If $E_i$ is the exciting field in the crystal, phonon $j$ creates a dipole $R_jE_i$. By reciprocity, the amplitude this dipole sends through the analyser is proportional to its product, without complex conjugation, with the field $E_s$ that a wave sent back from the detector through the analyser would produce in the crystal. Hence
\begin{equation}
a_j=E_s^{T}R_jE_i .
\end{equation}

Both fields follow from refraction, provided the film is thick enough to absorb the light before it returns from the lower face. Light is collected back along the direction of incidence, at angle $\theta$ and azimuth $\phi$. Inside, $S=\sin\theta_t=\sin\theta/n$ and $c=\cos\theta_t$. Take unit incident amplitude, reflected amplitude $\rho$ and transmitted amplitude $t$. Continuity of the tangential electric and magnetic fields requires
\begin{align}
\text{s:}\quad &1+\rho=t_s,\quad \cos\theta\,(1-\rho)=n c\,t_s,\\
\text{p:}\quad &\cos\theta\,(1-\rho)=c\,t_p,\quad 1+\rho=n t_p .
\end{align}
Eliminating $\rho$ in each pair,
\begin{equation}
t_s=\frac{2\cos\theta}{\cos\theta+nc},\qquad t_p=\frac{2\cos\theta}{n\cos\theta+c}.
\end{equation}
For a polariser at angle $\psi$ from p towards s, the internal field is
\begin{equation}
E=t_p\cos\psi\,(c\cos\phi,\,c\sin\phi,\,S)+t_s\sin\psi\,(-\sin\phi,\cos\phi,0).
\end{equation}
This also holds for an absorbing crystal with complex $n$; the example has $n=4+0.1i$.

At normal incidence $S=0$, neither field has a $z$ component, and $a_x=a_y=0$ whatever the polarisers. The $x$ and $y$ phonons need oblique light, and refraction leaves little obliquity: at $\theta=60^\circ$ the internal angle is $12.5^\circ$. The strong $z$ phonon must therefore be suppressed by polarisation. Since $a_z=E_{sx}E_{iy}+E_{sy}E_{ix}$, and cyclically, four settings do this:
\begin{itemize}
\item p/p at $\phi=0^\circ$: both fields are along $(c,0,S)$, so $a\propto(0,2cS,0)$, the $y$ phonon.
\item p/p at $\phi=90^\circ$: likewise the $x$ phonon.
\item p/s at $\phi=\pm45^\circ$: $a\propto S(1,\mp1,0)/\sqrt2$, and the two contributions to $a_z$ cancel.
\end{itemize}
A fifth setting, at normal incidence with polariser and analyser along $x$ and $y$, sees the $z$ phonon alone. Channel 1 is the normal one, and channels 2 to 5 follow the order of the list, $+45^\circ$ before $-45^\circ$.

\section{Why the direct assignment nearly works}

In the plane, the modes of the stressed crystal do not in general vibrate along the directions selected by $a$. Mode $i$, with real unit vector $v_i$, scatters with amplitude $v_i\cdot a$. Thermal vibrations of different modes have independent phases, so their intensities add. The share of mode $i$ is
\begin{equation}
f_i=\frac{|v_i\cdot a|^2}{|a|^2}=v_i^TWv_i,\qquad W=\frac{\mathrm{Re}(a^*a^T)}{|a|^2}.
\end{equation}
The imaginary part of $a^*a^T$ is antisymmetric and drops out between equal real vectors. The $f_i$ sum to $\mathrm{Tr}\,W=1$. This leaves out the factor by which thermal occupation and the frequency dependence of scattering favour one mode over another. With that factor included for 300~K and laser light at 20000~cm$^{-1}$, the weighted means below move by at most 0.001~cm$^{-1}$.

Define $\Omega=(\omega_0^2I+K)^{1/2}$, which has eigenvectors $v_i$ and eigenvalues $\omega_i$. The weighted mean frequency is
\begin{equation}
\bar\omega=\sum_i f_i\omega_i=\mathrm{Tr}\Big(W\sum_i\omega_i v_iv_i^T\Big)=\mathrm{Tr}(W\Omega).
\end{equation}
Expanding the root, $\Omega=\omega_0+K/(2\omega_0)-K^2/(8\omega_0^3)+\dots$, gives to first order
\begin{equation}
\bar\omega-\omega_0=\frac{\mathrm{Tr}(WK)}{2\omega_0}.
\end{equation}
For an ideal channel with real unit vector $\hat a$ this is $\hat a^TK\hat a/(2\omega_0)$: the eigenvectors have disappeared. So assigning a channel to a fixed direction gives the right mean to first order, even when no mode vibrates along that direction. The next term is negative and lowers the mean by at most 0.010~cm$^{-1}$ in the example.

In the oblique channels of the example, assigning the line to its strongest mode is worse. In channel 2 that mode has weight 0.80 and shift $-2.94$~cm$^{-1}$, whereas the mean shift is $-2.69$~cm$^{-1}$.

\section{What the channels can determine}

Inserting $K$ and using $W_{zz}=1-W_{xx}-W_{yy}$, the coefficient of $\sigma_{xx}$ in $\mathrm{Tr}(WK)$ is
\begin{equation}
AW_{xx}+B(W_{yy}+W_{zz})=B+(A-B)W_{xx},
\end{equation}
and similarly for $\sigma_{yy}$. The shear enters through $K_{xy}$ and $K_{yx}$, hence twice:
\begin{equation}
\begin{split}
\bar\omega-\omega_0=\frac{1}{2\omega_0}\big[&B(\sigma_{xx}+\sigma_{yy})+(A-B)(W_{xx}\sigma_{xx}+W_{yy}\sigma_{yy})\\&+2C\,W_{xy}\sigma_{xy}\big].
\end{split}
\label{linear}
\end{equation}
Normal incidence gives the sum of the normal stresses and nothing else. The two p/p channels separate them if $A\neq B$. The p/s channels have $W_{xy}=\mp\tfrac12$ and supply the shear with its sign if $C\ne0$. Ideal p/p channels cannot supply the sign at any order: the reflection $y\to-y$ reverses $\sigma_{xy}$ and leaves their $W$ unchanged.

A common spectrometer offset can also be fitted. For the offset and the two normal stresses, the ideal channels $z,x,y$ give, apart from a factor $1/(2\omega_0)^2$, the determinant
\begin{equation}
\begin{vmatrix}1&B&B\\1&A&B\\1&B&A\end{vmatrix}
=\begin{vmatrix}A-B&0\\0&A-B\end{vmatrix}=(A-B)^2,
\end{equation}
after subtracting the first row from the others. The p/s channels then fix the shear as before.

\section{Where the missing shear went}

Let both polarisers be turned by $\delta$ in the p/s channel at $\phi=45^\circ$. The exciting field is $t_p\cos\delta\,\mathbf p+t_s\sin\delta\,\mathbf s$ and the detection field $-t_p\sin\delta\,\mathbf p+t_s\cos\delta\,\mathbf s$, with $\mathbf p=(c/\sqrt2,c/\sqrt2,S)$ and $\mathbf s=(-1,1,0)/\sqrt2$. In each $a_j$ the pp product carries $-\tfrac12t_p^2\sin2\delta$, the ss product $\tfrac12t_s^2\sin2\delta$, and the mixed product $t_pt_s\cos2\delta$. Multiplying out,
\begin{align}
a_x&=\tfrac{S}{\sqrt2}\,(t_pt_s\cos2\delta-t_p^2c\sin2\delta),\\
a_y&=-\tfrac{S}{\sqrt2}\,(t_pt_s\cos2\delta+t_p^2c\sin2\delta),\\
a_z&=-\tfrac12\sin2\delta\,(t_p^2c^2+t_s^2).
\end{align}
The turn acts in two ways. The wanted amplitudes carry the small factor $S\approx0.22$, but the leaked $a_z$ does not, so $2^\circ$ is enough to give the $z$ phonon a tenth of the intensity. The terms in $t_p^2c\sin2\delta$ also make $|a_x|$ and $|a_y|$ unequal: the selected direction in the plane turns by about $2\delta\,|t_pc/t_s|$, here nearly $6^\circ$. Together these effects give $W_{zz}=0.101$, $W_{xx}=0.360$, $W_{yy}=0.539$ and $W_{xy}=-0.440$. At $\phi=-45^\circ$, $W_{xx}$ and $W_{yy}$ are exchanged and $W_{xy}$ changes sign. In the p/p channels the leak is 0.012.

The shear is read mainly from the difference between the two p/s channels. By (\ref{linear}) this difference is
\begin{equation}
\begin{split}
&1.25\,(-0.180)(1.0-0.4)+(-3.6)(-0.881)(0.3)\\
&\qquad=-0.135+0.951=0.816\ \text{cm}^{-1}.
\end{split}
\end{equation}
An ideal pair would give $3.6\,\sigma_{xy}$, so ignoring the turn yields $0.816/3.6=0.227$~GPa. Of the missing 0.073~GPa, half comes from the reduced $|W_{xy}|$ and half from the difference of the normal stresses, which the inequality of $W_{xx}$ and $W_{yy}$ lets in. The first part is even in $\delta$, the second odd. For a turn of $-2^\circ$ they nearly cancel: a fit that ignores the turn then returns a shear of 0.30~GPa, correct only by accident, with normal stresses of 0.98 and 0.43~GPa. The full fit, which also uses the other channels and the correction derived next, gives 0.23~GPa. The cure is to compute $W$ from the actual polariser angles and the actual azimuth $\phi$. The azimuth needs the same care: with exact polarisers, an error of $2^\circ$ in $\phi$ gives the $z$ phonon 9\% of the p/s intensity, and a fit that ignores it returns a shear of about 0.26~GPa for $+2^\circ$ and 0.29~GPa for $-2^\circ$. For a wide collection aperture, the unnormalised matrices of all rays are added first, because their intensities add.

\section{The fitted centre is not the mean}

An experiment usually reports the centre of one Lorentzian fitted to the line. Let $L(x)$ be a Lorentzian of half width $\gamma$, with $x$ measured from $\bar\omega$, and let $d_i=\omega_i-\bar\omega$. Since $\sum f_id_i=0$,
\begin{equation}
\sum_if_iL(x-d_i)=L+\frac{\mu_2}{2}L''-\frac{\mu_3}{6}L'''+\dots,\qquad \mu_m=\sum_if_id_i^m .
\end{equation}
A fit can change height, width and centre. The first two add even functions of $x$; a displacement $\Delta$ adds $-\Delta L'$, which is odd. Let all points of the spectrum have equal weight in the fit. In a wide window symmetric about the line, even and odd parts are then orthogonal. To third order, least squares therefore projects the odd part on $L'$:
\begin{equation}
\Delta=\frac{\mu_3}{6}\frac{\int L'''L'\,dx}{\int L'^2dx}=-\frac{\mu_3}{6}\frac{\int L''^2dx}{\int L'^2dx},
\end{equation}
by partial integration. The Fourier transform of $L$ is proportional to $e^{-\gamma|k|}$, so the ratio of integrals is
\begin{equation}
\frac{\int_0^\infty k^4e^{-2\gamma k}dk}{\int_0^\infty k^2e^{-2\gamma k}dk}=\frac{4!/(2\gamma)^5}{2!/(2\gamma)^3}=\frac{3}{\gamma^2},
\qquad \Delta=-\frac{\mu_3}{2\gamma^2}.
\end{equation}
The weights matter. If each point is weighted by the inverse of its expected count, as suits counting noise without background, the integrands $L'''L'$ and $L'^2$ are both divided by $L$. The shift is then half as large, $-\mu_3/(4\gamma^2)$, and the stress fit must use that value. Equal weights are used below.

Reversing the frequency axis reverses $\Delta$ and all $d_i$, so only odd orders occur and the next term is of fifth order. Numerical fits to a pair with weights 0.8 and 0.2 agree: when the splitting is halved from $0.3\gamma$ to $0.15\gamma$, the remainder falls by a factor of 31.6, close to $2^5$.

In channel 2 the modes lie at $d=-0.471,-0.252,1.069$~cm$^{-1}$ from the mean, with weights 0.012, 0.795, 0.193. Then $\mu_3=0.221$~cm$^{-3}$ and $\Delta=-0.221/8=-0.028$~cm$^{-1}$. The predicted shift is $-2.716$~cm$^{-1}$; a Lorentzian fitted to the computed spectrum gives $-2.714$~cm$^{-1}$. The centre has moved towards the heavier mode. The expansion is in powers of the splitting divided by $\gamma$, which is at most 0.77 in the example. For splittings well above $\gamma$ it cannot be relied on, and the sum $\sum f_iL(\omega-\omega_i)$ should be fitted to the spectrum directly.

\section{A fit that survives degeneracy}

The unknown stress is found by Gauss--Newton iteration on the predicted centres $\bar\omega-\mu_3/(2\gamma^2)$. Differentiating the separate $f_i$ and $\omega_i$ would fail at a degeneracy. If $\sigma_{xx}=\sigma_{yy}$, a minute shear turns the in-plane modes to $\pm45^\circ$, and the ideal $x$ channel sees weights $\tfrac12,\tfrac12$. A minute normal-stress difference instead gives $1,0$. The mean does not jump, because $\Omega$ is a smooth function of $K$. Differentiating $\Omega^2=\omega_0^2I+K$ with respect to one stress component,
\begin{equation}
\Omega'\Omega+\Omega\Omega'=K'\quad\Rightarrow\quad \Omega'_{ij}=\frac{K'_{ij}}{\omega_i+\omega_j}
\end{equation}
in the eigenbasis. The denominator is a sum, not a difference, and never vanishes for a stable crystal. With $D=\Omega-\bar\omega I$,
\begin{align}
\bar\omega'&=\mathrm{Tr}(W\Omega'),\qquad D'=\Omega'-\bar\omega'I,\\
\mu_3'&=\mathrm{Tr}\,W(D'D^2+DD'D+D^2D').
\end{align}

One pass of the algorithm is then:
\begin{enumerate}
\item Compute $W$ for every channel from its angles; this is done once.
\item Build $K$ from the current stress and diagonalise it.
\item Form the predicted centres and the matrix $J$ of their derivatives.
\item Solve the linear least-squares problem $J\,\delta\sigma\approx$ measured minus predicted centres, update the stress, and return to step 2 until $\delta\sigma$ is negligible.
\end{enumerate}
Zero stress serves as the start when the splitting is no larger than about $\gamma$; for splittings of several $\gamma$ the iteration can fail to find the right stress. For independent centre errors of equal size $s$, the covariance to leading order is $s^2(J^TJ)^{-1}$. A free offset adds a column of ones to $J$.

\section{Reading the fitted stress}

The spectra of the example were computed from the resolvent of $\Omega$, and each was fitted with one Lorentzian. From these noise-free centres the scheme returns
\begin{equation}
(\sigma_{xx},\sigma_{yy},\sigma_{xy})=(0.999,\,0.401,\,0.299)\ \text{GPa}.
\end{equation}
Without the $\mu_3$ term the result is $(1.019,0.380,0.320)$~GPa. The normal-stress difference and the shear are both too large, because centres drawn towards the heavier modes look like a larger splitting.

With random errors of standard deviation 0.02~cm$^{-1}$ added to the centres, one fit gives $0.999\pm0.011$, $0.399\pm0.011$ and $0.304\pm0.008$~GPa, with $\chi^2=0.9$ for two degrees of freedom. The principal stresses follow as
\begin{equation}
0.699\pm\sqrt{0.300^2+0.304^2}=1.13\ \text{and}\ 0.27\ \text{GPa},
\end{equation}
with the larger at $23^\circ$ from $x$.

If the spectrometer offset is also fitted, the standard errors of the normal stresses double to 0.021~GPa, while that of the shear stays at 0.008~GPa. The shear rests on a difference of channels, from which an offset cancels. The sum of the normal stresses loses its absolute reference. It must come from the contrast between the $z$ channel, with slope $-2.25$~cm$^{-1}$/GPa, and the in-plane channels, with mean slope $-(1.00+2.25)/2=-1.63$~cm$^{-1}$/GPa in the ideal case. The useful slope drops to about 0.6~cm$^{-1}$/GPa.

Equal centre errors are an expensive assumption. For equal scattering volume, incident intensity and collection solid angle, the p/p channels have 9\% of the strength of the normal channel and the p/s channels 1.2\%. Equal counts in a p/s channel thus take about 84 times the exposure.

The quoted errors cover centre noise alone. They do not include errors in $p,q,r$, the compliances, the index, the polariser angles or the sample azimuth, stress that varies within the probed depth, unequal mode widths, or changes of the index and Raman tensors with strain.
